# Hydrogenic Bound Levels from the Frobenius Series of the Radial Equation, part 1

(Sections cited here and not found follow in the second part.)

## 1. A special case: spherical states with one or two terms

One electron moves in the field of a fixed point nucleus of charge $Z$. In atomic units ($\hbar = m_e = e = 4\pi\varepsilon_0 = 1$, lengths in bohr, energies in hartree) the Hamiltonian without relativity and without spin is

$$H = -\tfrac12\nabla^2 - \frac{Z}{r}.$$

Take a spherically symmetric state and write it as $\psi = u(r)/r$. For a function of $r$ alone and $r>0$, $\nabla^2\psi = \frac1r\frac{d^2}{dr^2}(r\psi) = u''/r$. Multiplying $H\psi = E\psi$ by $r$ gives

$$-\tfrac12 u'' - \frac{Z}{r}u = Eu .$$

Try $u = r e^{-\kappa r}$ with $\kappa>0$. Then $u' = (1-\kappa r)e^{-\kappa r}$ and $u'' = (-2\kappa + \kappa^2 r)e^{-\kappa r}$, so

$$-\tfrac12 u'' - \frac Zr u - Eu = \left[(\kappa - Z) - \left(\tfrac12\kappa^2 + E\right) r\right]e^{-\kappa r}.$$

The bracket vanishes for all $r$ when both coefficients vanish. The term in $r$ gives $E = -\kappa^2/2$ and the constant term gives $\kappa = Z$. Hence $E = -Z^2/2$, which is $-72$ hartree for $Z = 12$.

Now keep $E = -\kappa^2/2$ but let $\kappa\ne Z$. The remainder $(\kappa - Z)e^{-\kappa r}$ has to be cancelled by a further term. For $v = r^2e^{-\kappa r}$ we have $v'' = (2 - 4\kappa r + \kappa^2r^2)e^{-\kappa r}$, and therefore

$$-\tfrac12 v'' - \frac Zr v + \tfrac12\kappa^2 v = \left[-1 + (2\kappa - Z)r\right]e^{-\kappa r}.$$

Adding $(\kappa - Z)v$ to $u$ cancels the old remainder and leaves a new one, $(\kappa - Z)(2\kappa - Z)\,r e^{-\kappa r}$. The new remainder vanishes if $\kappa = Z/2$. That gives $u = r(1 - Zr/2)e^{-Zr/2}$ with $E = -Z^2/8$, which is $-18$ hartree for $Z=12$. For any other $\kappa$ a term in $r^3$ is needed, which leaves a remainder in $r^2$, and so on. Each energy thus fixes a chain of coefficients, and the chain stops for special values of $Z/\kappa$, here $1$ and $2$. Whether the unending chains are also acceptable states cannot be read off term by term, since every single term decays as $e^{-\kappa r}$. It depends on the sum.

## 2. Bound states and the separation of angles

A bound state is a function $\psi$ that solves $H\psi = E\psi$ everywhere, the origin included, and has a finite norm and a finite kinetic energy $T = \frac12\int|\nabla\psi|^2d^3r$.

In spherical coordinates the Laplacian is

$$\nabla^2 = \frac1r\frac{\partial^2}{\partial r^2}r - \frac{L^2}{r^2},$$

where $L^2$ acts on the angles alone and is Hermitian on the unit sphere. Its eigenfunctions come from harmonic polynomials. Let $P_l(x,y,z)$ be homogeneous of degree $l$ with $\nabla^2P_l = 0$, and write $P_l = r^lY(\theta,\phi)$. Since $\frac1r(r^{l+1})'' = l(l+1)r^{l-2}$,

$$0 = \nabla^2P_l = r^{l-2}\left[l(l+1)Y - L^2Y\right],$$

so $L^2Y = l(l+1)Y$.

To count the independent $P_l$, order the polynomial by powers of $z$: $P_l = \sum_j z^jp_j(x,y)$, with $p_j$ homogeneous of degree $l-j$. The coefficient of $z^j$ in $\nabla^2P_l = 0$ reads

$$(j+2)(j+1)\,p_{j+2} = -(\partial_x^2+\partial_y^2)\,p_j .$$

So $p_0$ and $p_1$ are free and fix all the others. A homogeneous polynomial of degree $d$ in two variables has $d+1$ coefficients, so $p_0$ carries $l+1$ and $p_1$ carries $l$. There are $2l+1$ independent harmonic polynomials of degree $l$. An orthonormal choice of their angular parts is written $Y_{lm}$, $m=-l,\dots,l$.

No angular function is missed. The homogeneous polynomials of degree $l$ in three variables form a space of dimension $D_l = (l+1)(l+2)/2$, and $D_l - D_{l-2} = [(l+1)(l+2) - (l-1)l]/2 = 2l+1$. The functions $r^lY_{lm}$, $r^lY_{l-2,m}$, $r^lY_{l-4,m},\dots$ are polynomials of degree $l$, being harmonic polynomials times powers of $r^2$. They are independent, because eigenfunctions of the Hermitian $L^2$ with different eigenvalues are orthogonal. Their number is $(D_l - D_{l-2}) + (D_{l-2}-D_{l-4})+\dots = D_l$, so they span the space. Every polynomial restricted to the sphere is therefore a finite sum of $Y_{lm}$. By the Weierstrass approximation theorem polynomials approximate any continuous function on the sphere, so the $Y_{lm}$ are complete.

Any state can then be written $\psi = \sum_{lm}u_{lm}(r)Y_{lm}/r$, with norm $\sum_{lm}\int_0^\infty|u_{lm}|^2dr$. Insert this in $H\psi = E\psi$, multiply by $rY^*_{lm}$ and integrate over the angles. Orthonormality leaves one equation for each component,

$$-\tfrac12u'' + \left[\frac{l(l+1)}{2r^2} - \frac Zr\right]u = Eu,\qquad r>0. \tag{1}$$

The equation does not contain $m$. The degeneracy of a level $E$ is the sum, over all $l$, of $2l+1$ times the number of independent acceptable solutions of (1) at that $E$. The coefficients of (1) are real, so $u$ is taken real.

## 3. The energy of a bound state is negative

Let $\psi$ be a normalized bound state and $\varphi = \psi+\delta$ another normalized state. Since $(H-E)\psi = 0$ and $H$ is Hermitian,

$$\langle\varphi|H|\varphi\rangle - E = \langle\varphi|(H-E)|\varphi\rangle = \langle\delta|(H-E)|\delta\rangle ,$$

which is of second order in $\delta$. The mean energy is stationary at an eigenstate.

Choose the stretched state $\psi_\lambda(\mathbf r) = \lambda^{3/2}\psi(\lambda\mathbf r)$. We assume that $\psi_\lambda-\psi$ is of first order in $\lambda-1$, in norm and in the norm of its gradient. Substituting $\mathbf r' = \lambda\mathbf r$, $d^3r = \lambda^{-3}d^3r'$, the factor $\lambda^3$ from $|\psi_\lambda|^2$ cancels the volume factor, so the norm stays $1$. Each gradient brings a factor $\lambda$, so the kinetic energy becomes $\lambda^2T$. The potential $-Z/r = -\lambda Z/r'$ gives $\lambda V$, with $V = \langle -Z/r\rangle$. Stationarity at $\lambda = 1$ demands

$$\frac{d}{d\lambda}\left(\lambda^2T+\lambda V\right)\Big|_{\lambda=1} = 2T+V = 0 .$$

This is the virial theorem for the Coulomb potential. It gives $E = T+V = -T$ and $V = 2E$. A normalizable function is not constant, so $T>0$ and $E<0$. We set

$$E = -\tfrac12\kappa^2,\qquad\kappa>0 .$$

For a repulsive potential, $Z<0$, $V$ is positive and $2T+V=0$ cannot hold, so there is no bound state. From here on $Z>0$ unless stated.

## 4. Scaled form of the radial equation

Multiply (1) by $-2$ and insert $E=-\kappa^2/2$:

$$\frac{d^2u}{dr^2} + \left[-\kappa^2+\frac{2Z}{r}-\frac{l(l+1)}{r^2}\right]u = 0 .$$

Put $\rho = 2\kappa r$. Then $d^2/dr^2 = 4\kappa^2d^2/d\rho^2$, $1/r = 2\kappa/\rho$ and $1/r^2 = 4\kappa^2/\rho^2$. Dividing by $4\kappa^2$, the Coulomb term becomes $4Z\kappa/(4\kappa^2\rho) = (Z/\kappa)/\rho$. With primes now meaning $d/d\rho$,

$$u''+\left[-\frac14+\frac\nu\rho-\frac{l(l+1)}{\rho^2}\right]u = 0,\qquad\nu = \frac Z\kappa . \tag{2}$$

The energy and the charge enter through the single number $\nu>0$, and $E = -Z^2/(2\nu^2)$. At this point $\nu$ is any positive real number.

## 5. The indicial equation

The point $\rho = 0$ is singular, since the coefficient of $u$ diverges there, as $\rho^{-2}$ for $l\ge1$ and as $\rho^{-1}$ for $l=0$. The Frobenius method looks for a power series times an unknown power, $u = \sum_{k\ge0}d_k\rho^{k+s}$ with $d_0\ne0$. Insert it in (2). The terms $u''$ and $-l(l+1)u/\rho^2$ lower the power by two, the term $\nu u/\rho$ lowers it by one, and $-u/4$ leaves it alone. The coefficient of $\rho^{k+s-2}$ is

$$\left[(k+s)(k+s-1)-l(l+1)\right]d_k+\nu d_{k-1}-\tfrac14d_{k-2} = 0, \tag{3}$$

with $d_{-1} = d_{-2} = 0$. For $k=0$ this is the indicial equation $s(s-1) = l(l+1)$, which factors as $(s-l-1)(s+l) = 0$. The two roots are

$$s = l+1\qquad\text{and}\qquad s=-l .$$

They do not depend on $\nu$, because the terms $\nu u/\rho$ and $-u/4$ enter (3) only from $k=1$ and $k=2$ on. For $l\ge1$ the balance close to the origin is between the radial kinetic energy and the centrifugal term, both of order $\rho^{-2}u$. For $l=0$ there is no centrifugal term, and $s(s-1)=0$ says that the $\rho^{s-2}$ term of $u''$ must vanish by itself. The root $s = l+1$ gives $\psi\propto r^lY_{lm}$ at leading order near the origin, a harmonic polynomial. For $s=-l$ the bracket in (3) equals $k(k-2l-1)$ and vanishes at $k = 2l+1$, so that $d_k$ drops out of the relation there and is not determined by it; that solution is obtained by another route in part 8.

## 6. Removing the exponential

Relation (3) links three coefficients, which makes the size of $d_k$ hard to follow. At large $\rho$ equation (2) tends to $u'' = u/4$, with solutions $e^{\pm\rho/2}$. This suggests writing

$$u = g f,\qquad g = \rho^{l+1}e^{-\rho/2} .$$

Nothing is assumed by this: $g\neq0$ for $\rho>0$, so any $u$ defines an $f = u/g$. In particular $u$ has not been made to decay.

Let $q = g'/g = (l+1)/\rho-\frac12$. Then $g''/g = q'+q^2$, and

$$\frac{g''}{g} = -\frac{l+1}{\rho^2}+\frac{(l+1)^2}{\rho^2}-\frac{l+1}{\rho}+\frac14 = \frac{l(l+1)}{\rho^2}-\frac{l+1}\rho+\frac14 .$$

The product rule gives $u''/g = f''+2qf'+(g''/g)f$. Adding the bracket of (2) times $f$, the terms $\pm\frac14$ cancel and the terms $\pm l(l+1)/\rho^2$ cancel, leaving

$$f''+\left[\frac{2l+2}\rho-1\right]f'+\frac{\nu-l-1}\rho f = 0 .$$

Multiply by $\rho$ and define

$$a = l+1-\nu,\qquad b = 2l+2 .$$

The result is Kummer's equation,

$$\rho f''+(b-\rho)f'-af = 0. \tag{4}$$

The difference $p = b-a = \nu+l+1$ is positive.

## 7. The recurrence and its convergence

For the root $s = l+1$ the function $f$ is an ordinary power series, $f = \sum_{k\ge0}a_k\rho^k$, normalized by $a_0=1$. The coefficient of $\rho^k$ in each term of (4) is as follows. The term $\rho f''$ gives $(k+1)k\,a_{k+1}$, the term $bf'$ gives $b(k+1)a_{k+1}$, the term $-\rho f'$ gives $-ka_k$, and $-af$ gives $-a\,a_k$. Their sum must vanish, so $(k+1)(k+b)a_{k+1} = (k+a)a_k$, or

$$a_{k+1} = \frac{k+a}{(k+1)(k+b)}\,a_k . \tag{5}$$

The denominator is positive for every $k\ge0$, because $b\ge2$. The relation links two coefficients and can be solved as a product:

$$a_k = \frac{c_k}{k!},\qquad c_k = \prod_{j=0}^{k-1}\frac{j+a}{j+b},\qquad c_0=1 . \tag{6}$$

For $l=0$ the first step is $a_1 = (1-\nu)/2$, so $a_1\rho = (1-Z/\kappa)\kappa r = (\kappa-Z)r$, the coefficient found in part 1.

The ratio of successive terms has magnitude $\rho\,|k+a|/[(k+1)(k+b)]$, which tends to zero as $k\to\infty$ for every fixed $\rho$. By the ratio test the series converges for all $\rho$ and all $\nu$, and a convergent power series may be differentiated term by term. So

$$u_1 = \rho^{l+1}e^{-\rho/2}\sum_ka_k\rho^k$$

is a solution of (2) on the whole half-line at every negative energy. Convergence of the series selects no energies. The numerical check integrates (1) outward from the bare power $\rho^{l+1}$ for six pairs $(l,\nu)$ and tests agreement with this series to a relative $10^{-6}$ at five points between $\rho = 0.5$ and $400$.

## 8. The second solution is not a state

Equation (2) is of second order and has a second independent solution $u_2$. Define the Wronskian $W = u_1u_2'-u_1'u_2$. Its derivative is $u_1u_2''-u_1''u_2$, and both second derivatives equal the same function times $u$, so $W'=0$. The constant $W$ is nonzero for independent solutions. Near the origin $u_1 = \rho^{l+1}[1+O(\rho)]$ has no zero on some interval $0<\rho\le\rho_0$. There $(u_2/u_1)' = W/u_1^2$, and integrating down from $\rho_0$,

$$u_2(\rho) = u_1(\rho)\left[\text{const}-W\int_\rho^{\rho_0}\frac{d\rho'}{u_1(\rho')^2}\right].$$

The integrand is $\rho'^{-2l-2}$ times a power series that starts with $1$. Its leading term integrates to $\rho^{-2l-1}/(2l+1)$. The next terms give weaker powers, and the term in $1/\rho'$ gives a logarithm, which is why a pure Frobenius series can fail for $s=-l$. All of them are small beside the leading one, so

$$u_2\simeq-\frac{W}{2l+1}\,\rho^{-l}\qquad(\rho\to0).$$

This holds for every solution that is not a multiple of $u_1$. The check integrates (1) inward at $\nu = 2.5$ and finds $ru'/u = 0.00000$, $-1.00000$, $-2.00000$ near the origin for $l = 0,1,2$, as $r^{-l}$ requires.

For $l\ge1$ the norm contains $\int_0r^{-2l}dr$, which diverges, and $u_2$ is rejected. For $l=0$ the norm is finite near the origin, since $u_2(0)$ is a nonzero constant. Take $\psi = u/r$ with $u(0)\ne0$. Equation (1) gives $d^2u/dr^2\simeq-2Zu(0)/r$, so $du/dr\simeq-2Zu(0)\ln r$ and $r\,du/dr\to0$. Hence

$$r^2\frac{\partial\psi}{\partial r} = r\frac{du}{dr}-u\;\to\;-u(0).$$

The kinetic energy density is then proportional to $r^{-4}$, and $\int_0r^{-4}r^2dr$ diverges, which already violates the definition of part 2.

The function also fails the Schrödinger equation at the origin. Let $\phi$ be a smooth test function that, with its gradient, decays faster than any exponential (a Gaussian, for example), so that no surface term arises at infinity even if $\psi$ grows exponentially, and integrate over the region $r>\epsilon$, where $(H-E)\psi = 0$. The potential and energy terms cancel in the difference below, and Green's identity turns the rest into an integral over the small sphere. The outward normal of the region points toward the origin there, which turns $-\frac12$ into $+\frac12$:

$$\int_{r>\epsilon}\psi(H-E)\phi\,d^3r = -\tfrac12\int_{r>\epsilon}\left(\psi\nabla^2\phi-\phi\nabla^2\psi\right)d^3r = \tfrac12\oint_{r=\epsilon}\left(\psi\,\partial_r\phi-\phi\,\partial_r\psi\right)dS .$$

The area is $4\pi\epsilon^2$. The first surface term is of order $\epsilon^{-1}\epsilon^2$ and vanishes as $\epsilon\to0$. The second tends to $\frac12\cdot4\pi\,u(0)\phi(0)$. Therefore

$$\int\psi\,(H-E)\phi\,d^3r = 2\pi u(0)\,\phi(0),$$

which is the meaning of $(H-E)\psi = 2\pi u(0)\,\delta^3(\mathbf r)$. A true eigenfunction gives zero for every $\phi$. A quadrature with a Gaussian $\phi$, $\phi(0)=1$, and $u(0)=1$ yields $6.283183$ against $2\pi = 6.283185$, and the same quadrature with $u_1$ is tested to vanish within $10^{-5}$.

For $u_1$ the function $\psi$ is bounded and $r^2\partial_r\psi\to0$, so both surface terms vanish and the equation holds at the origin. For each $l$ and each $E<0$ the origin therefore admits one solution up to a constant factor, namely $u_1$.

# Second half: growth, termination and degeneracy

## 9. Symbols and results carried over

The model is $H = -\frac12\nabla^2-Z/r$ in atomic units with $Z>0$. A bound state is a sum of terms $u(r)Y_{lm}/r$, with $2l+1$ angular functions for each $l = 0,1,2,\dots$, and its energy is negative, $E = -T = -\kappa^2/2$. With $\rho = 2\kappa r$ and $\nu = Z/\kappa$ the energy is $E = -Z^2/(2\nu^2)$, and $u$ obeys equation (2), $u'' = [\frac14-\nu/\rho+l(l+1)/\rho^2]u$. The origin admits one solution for each $l$ and $\nu$:

$$u = \rho^{l+1}e^{-\rho/2}f,\qquad f = \sum_{k\ge0}a_k\rho^k,\qquad a_{k+1} = \frac{k+a}{(k+1)(k+b)}a_k,\qquad a_0=1,$$

with $a = l+1-\nu$, $b = 2l+2$ and $p = b-a = \nu+l+1>0$. In product form $a_k = c_k/k!$ with $c_k = \prod_{j<k}(j+a)/(j+b)$. The series converges for all $\rho$. The remaining condition is $\int^\infty u^2dr<\infty$.

## 10. A non-terminating series grows

The limit $Z=0$, $l=0$ can be summed. There $\nu=0$, $a=1$, $b=2$, the product telescopes to $c_k = 1/(k+1)$, and $f = \sum\rho^k/(k+1)! = (e^\rho-1)/\rho$. Then $u = e^{\rho/2}-e^{-\rho/2} = 2\sinh\kappa r$. Every term of the series for $u$ decays, and the sum grows as $e^{+\kappa r}$.

For the general case suppose that $a$ is none of $0,-1,-2,\dots$. Then no factor $k+a$ vanishes and every $a_k$ is nonzero. Let $t_k = a_{k+1}/a_k$. Choose an integer $m>p$, so that $a+m-b>0$, and an integer $K\ge0$ with

$$K+a>0,\qquad K(a+m-b)\ge b-a(m+1).$$

For $k\ge K$ the first condition makes $t_k>0$, so all $a_k$ with $k\ge K$ share the sign of $a_K$. Because $a<b$, $(k+a)/(k+b)<1$ and $t_k\le1/(k+1)$. For a lower bound, $t_k\ge1/(k+1+m)$ is equivalent to $(k+a)(k+1+m)-(k+1)(k+b)\ge0$. Multiplying out,

$$k^2+k(1+m+a)+a(m+1)-k^2-k(b+1)-b = k(a+m-b)-\left[b-a(m+1)\right],$$

which is non-negative at $k=K$ by the second condition and increases with $k$. So

$$\frac1{k+1+m}\le t_k\le\frac1{k+1}\qquad(k\ge K).$$

Multiply these inequalities from $K$ to $k-1$. The products of the bounds are $(K+m)!/(k+m)!$ and $K!/k!$, so

$$A\,\frac1{(k+m)!}\le|a_k|\le B\,\frac1{k!},\qquad A = |a_K|(K+m)!,\quad B = |a_K|K! .$$

Split $f$ into the first $K$ terms, whose magnitude is at most $P(\rho) = \sum_{k<K}|a_k|\rho^k$, and the tail. The tail has terms of one sign, so its magnitude is $\sum_{k\ge K}|a_k|\rho^k$. It is at most $Be^\rho$. With $j = k+m$ it is at least $A\rho^{-m}\sum_{j\ge K+m}\rho^j/j!$. The triangle inequality gives

$$A\rho^{-m}\Big[e^\rho-\sum_{j<K+m}\frac{\rho^j}{j!}\Big]-P(\rho)\;\le\;|f|\;\le\;Be^\rho+P(\rho). \tag{7}$$

The exponential outgrows every polynomial, so beyond some $\rho_1$ the left side exceeds $\frac12A\rho^{-m}e^\rho$ and the right side is below $2Be^\rho$. Multiplying by $\rho^{l+1}e^{-\rho/2}$,

$$\tfrac12A\,\rho^{\,l+1-m}e^{+\rho/2}\le|u|\le2B\,\rho^{\,l+1}e^{+\rho/2}\qquad(\rho>\rho_1).$$

The factor $e^\rho$ from the series has overturned the $e^{-\rho/2}$ in front of it. Taking logarithms and dividing by $\rho/2 = \kappa r$, the powers and constants contribute terms of order $(\ln\rho)/\rho$, so

$$\lim_{r\to\infty}\frac{\ln|u|}{\kappa r} = 1 .$$

This is the precise sense in which the solution grows like $e^{+\kappa r}$. The lower bound alone shows that $u^2$ is not integrable. The check tests (7) against the integrated radial equation at $\rho = 100$ and $400$.

For each $l$ and each negative energy the origin admits one solution, and unless $a = l+1-\nu$ is zero or a negative integer that solution grows like $e^{+\kappa r}$ and is not a bound state. It remains to fix the power of $\rho$ in front of the exponential and to treat the terminating series, which give the energy levels and their degeneracy.

All numerical values are calculated from the stated model.
